# k Mesh for a Kubo-Greenwood Product from the Mean Free Path

For a weakly scattering alloy, a conductivity computed on the real energy axis is a Brillouin-zone sum dominated by a thin shell around the Fermi surface. If the mesh is too coarse for that shell, the answer depends on where the mesh points happen to fall. In the model below, at zero temperature and energy $E=-3$ in units of the hopping, with a mean free path of at most 100 lattice spacings along a cube axis and 10 mesh points per axis, shifting the mesh at random gives an rms error of 55% of the exact sum. The mean free path tells how fine the mesh must be, and the answer depends on what is asked of it: resolving the shell everywhere costs a number of points growing as $c^{-3}$ with impurity concentration $c$, while an average error alone can cost less. The $c^{-3}$ law holds as long as the thermal energy $k_BT$ is small against the impurity broadening.

## Back-of-envelope argument

Let the alloy be described by a self-energy $\Sigma$ independent of $\mathbf k$, with $\Gamma=-\mathrm{Im}\,\Sigma>0$. Write $x=E-\mathrm{Re}\,\Sigma-\varepsilon_{\mathbf k}$. The retarded and advanced Green functions are $G^\pm=1/(x\pm i\Gamma)$, so

$$G^+G^-=\frac{1}{x^2+\Gamma^2}=-\frac{\mathrm{Im}\,G^+}{\Gamma}.$$

Follow a mesh line along $k_x$. Where it crosses the Fermi surface at $k_0$, $x\approx-\hbar v_x(k_x-k_0)$, and the product is a Lorentzian in $k_x$ of half width $\Gamma/(\hbar|v_x|)$. The amplitude lifetime $\hbar/\Gamma$ corresponds to a probability lifetime $\tau=\hbar/(2\Gamma)$. With $l_x=|v_x|\tau$, the half width is $1/(2l_x)$ and the full width is $1/l_x$.

A mesh of $N$ points per axis has spacing $2\pi/(Na)$, where $a$ is the lattice spacing. Placing $p$ points within the narrowest peak, which belongs to the largest $l_x=l$, requires

$$N=2\pi p\,\frac{l}{a}.$$

Independent dilute impurities scatter at a rate proportional to their number, so $l\propto1/c$ and $N^3\propto c^{-3}$. What this argument leaves open is the value of $p$, and whether every peak has to be resolved.

## One mesh line, controlled

Take a simple cubic lattice with one s band of hopping $t$. From here on energies are in $t$, lengths in $a$ and $k$ in $1/a$:

$$\varepsilon_{\mathbf k}=-2(\cos k_x+\cos k_y+\cos k_z).$$

For fixed $k_y,k_z$ the retarded function is

$$G^+=\frac{1}{z+2\cos k},\qquad z=E-\Sigma+2\cos k_y+2\cos k_z,$$

with $k=k_x$ and $\mathrm{Im}\,z=\Gamma$. Define the complex pole momentum $q$ by $z+2\cos q=0$ with $\mathrm{Im}\,q>0$, and let $\lambda=e^{iq}$, so that $|\lambda|<1$. Two geometric series give

$$\sum_{m=-\infty}^{\infty}\lambda^{|m|}e^{imk}=\frac{1-\lambda^2}{1-2\lambda\cos k+\lambda^2}=\frac{\lambda^{-1}-\lambda}{\lambda^{-1}+\lambda-2\cos k}.$$

The numerator is $-2i\sin q$. The denominator is $2\cos q-2\cos k=-(z+2\cos k)$. Hence

$$G^+=g_0\sum_m e^{iq|m|}e^{imk},\qquad g_0=\frac{-i}{2\sin q},$$

and the term $m=0$ shows that $g_0$ is the exact line average.

Now average over the mesh $k_j=(2\pi j+\theta)/N$, where $\theta$ sets its position. The average of $e^{imk_j}$ vanishes unless $m=pN$ with integer $p$, when it equals $e^{ip\theta}$. Therefore

$$\langle G^+\rangle_N=g_0\Big[1+2\sum_{p\ge1}e^{iqpN}\cos p\theta\Big],$$

and the error relative to $|g_0|$ is at most

$$2\sum_{p\ge1}e^{-pN\,\mathrm{Im}\,q}=\frac{2}{e^{N\,\mathrm{Im}\,q}-1}.$$

To find the worst line, write $q=q'+iq''$. The imaginary part of $z=-2\cos q$ is

$$\Gamma=2\sin q'\sinh q''.$$

Since $\sin q'\le1$, every line obeys

$$\mathrm{Im}\,q\ge\kappa=\operatorname{arsinh}(\Gamma/2)\approx\frac{\Gamma}{2}=\frac{1}{2l}.$$

The last equality uses the largest velocity along an axis, $v_x=2ta/\hbar$, which gives $l=v_x\tau=ta/\Gamma$, or $1/\Gamma$ in these units. Equality with $\kappa$ holds at $q'=\pi/2$, where $\mathrm{Re}\,z=0$. Such a line exists if $|E-\mathrm{Re}\,\Sigma|\le4$.

On this fastest line $g_0$ is purely imaginary, and for even $N$ the factors $e^{iqpN}$ are real. The error relative to $|g_0|$ is then also the relative error of $G^+G^-=-\mathrm{Im}\,G^+/\Gamma$. The bound is reached when mesh points sit on both peaks, $k=\pm\pi/2$, as they do for $\theta=0$ and $N$ a multiple of 4. Setting the bound equal to a tolerance $\delta$ gives $e^{\kappa N}=1+2/\delta$, or

$$\boxed{N=\frac{\ln(1+2/\delta)}{\operatorname{arsinh}(\Gamma/2)}\approx\frac{2l}{a}\ln\!\Big(1+\frac{2}{\delta}\Big)}$$

The number of points per full peak width is $p=N/(2\pi l)=\ln(1+2/\delta)/\pi$. For $\delta=1\%$ the logarithm is 5.303 and $p=1.69$. So few points suffice because the error of a uniform sum over a periodic function that is analytic in a strip around the real axis falls exponentially with $N$.

## Velocities and the full product

The conductivity $\sigma_{xx}$ weights the product with $v_x^2=4\sin^2k=4-u^2$, where $u=2\cos k$. In this one-band model there is no current vertex correction: a local vertex multiplies $\sum_{\mathbf k}v_xG^+G^-$, which is odd in $k_x$ and vanishes. Since $4-u^2=(z+u)(z-u)+4-z^2$,

$$\frac{4-u^2}{z+u}=z-u+\frac{4-z^2}{z+u}.$$

The mesh average of $u$ is zero for $N\ge2$, so the error of $\langle G^+\rangle_N$ is merely multiplied by $4-z^2$. On the fastest line $z=i\Gamma$ and $g_0=-i/s$ with $s=\sqrt{4+\Gamma^2}$. The exact average becomes $i\Gamma-is$, while the error is $-is$ times the earlier relative error. The relative error therefore grows by $s/(s-\Gamma)$, which tends to 1 for weak scattering.

The Kubo-Greenwood formula contains $(\mathrm{Im}\,G^+)^2$. From $\mathrm{Im}\,G^+=(G^+-G^-)/(2i)$,

$$(\mathrm{Im}\,G^+)^2=\tfrac12G^+G^--\tfrac12\mathrm{Re}\,(G^+)^2 .$$

The second term has a double pole. Take the fastest line with $N$ a multiple of 4, and let $y=\kappa N$ and $\Lambda=e^{iqN}=e^{-y}$. Use $\langle (G^+)^2\rangle_N=-d\langle G^+\rangle_N/dz$. Because $dz=2\sin q\,dq=s\,dq$, we have $d\Lambda/dz=iN\Lambda/s$. To first order in $\Lambda$ and leading order in $\Gamma$:

- $\tfrac12\langle G^+G^-\rangle_N=\dfrac{1+2\Lambda}{2\Gamma s}$.
- $-\tfrac12\mathrm{Re}\langle (G^+)^2\rangle_N=\tfrac12\mathrm{Re}\Big(g_0\dfrac{2iN\Lambda}{s}\Big)=\dfrac{N\Lambda}{s^2}$.

Dividing the sum by the exact leading value $1/(2\Gamma s)$ gives $1+2\Lambda+2\Gamma N\Lambda/s$. With $s\approx2$ and $\Gamma N\approx2y$, the relative error is

$$2(1+y)e^{-y}.$$

A 1% error now needs $y=7.43$ instead of 5.30. The mesh is finer by a factor 1.40 per axis, and the power of $l$ is unchanged.

## From mean free path to concentration

Let impurities at level $\Delta$ replace host atoms at level 0. The coherent potential approximation (CPA) requires the mean single-site scattering to vanish:

$$(1-c)\frac{-\Sigma}{1+\Sigma F}+c\,\frac{\Delta-\Sigma}{1-(\Delta-\Sigma)F}=0,$$

where $F$ is the local Green function at $E-\Sigma$. For small $c$, $\Sigma$ is of order $c$. The first term becomes $-\Sigma$ and the second $c\Delta/(1-\Delta F)$, with $F$ that of the host. Thus

$$\Sigma\approx cT,\qquad T=\frac{\Delta}{1-\Delta F(E)},\qquad l\approx\frac{1}{c\,(-\mathrm{Im}\,T)}.$$

Take $E=-3$ and $\Delta=2$. The host value $F=-0.2992-0.2318i$ gives $T=2/(1.598+0.464i)$ and $-\mathrm{Im}\,T=0.335$. At $c=0.01$ this means $\Gamma\approx0.00335$ and $l\approx299$, so that $N\approx2\times299\times5.303\approx3170$. The full CPA solution gives, for $\delta=1\%$:

| $c$ | $l/a$ | $N$ | $N^3$ |
|---|---|---|---|
| 0.001 | 2988 | 31692 | $3.2\times10^{13}$ |
| 0.01 | 299 | 3172 | $3.2\times10^{10}$ |
| 0.1 | 30.2 | 321 | $3.3\times10^{7}$ |
| 0.2 | 15.4 | 164 | $4.4\times10^{6}$ |

The last digit of $N$ at $c=0.001$ shifts by one with the accuracy of $F$. These counts are for the full zone; if the mesh shares the cubic symmetry of the crystal, the number of inequivalent points is smaller, by a factor that approaches 48 for fine meshes. A search with explicit sums on the fastest line, restricted to multiples of 4, agrees with the rule to within 4 points. Between $c=0.001$ and $0.002$ the searched $N^3$ varies as $c^{-2.999}$. Between 0.1 and 0.2 the power from the rule is $-2.91$, mainly because $\Gamma$ then grows by a factor 1.96 rather than 2. For $(\mathrm{Im}\,G^+)^2$ at $c=0.01$, $N=4448$ and $N^3=8.8\times10^{10}$.

All of this is for one sharp energy, that is $k_BT\ll\Gamma$. At finite temperature the product is averaged over $-\partial f/\partial E$. If $\Sigma$ varies little over $k_BT$ and the energy integral is done accurately, the nearest pole moves from distance $\Gamma$ to $\Gamma+\pi k_BT$, and $N$ stops growing once $\Gamma<\pi k_BT$. At $k_BT=0.025$ the fastest line needs about 200 points for 1% in $G^+G^-$, both at $c=0.01$ and at $c=0.001$.

## When the whole sum needs fewer points

The rule controls every line separately. In the zone sum, errors of different lines can cancel. Let $f_{\mathbf R}$ be the Fourier coefficients of the summand. The mesh retains those with $\mathbf R=N\mathbf n$, $\mathbf n$ an integer vector, and those with $\mathbf n\neq0$ are the error. Averaged over random mesh shifts, cross terms vanish and the mean square error is $\sum_{\mathbf n\ne0}|f_{N\mathbf n}|^2$.

A spherical Fermi surface of radius $k_F$, without the velocity weight, shows the scaling. The average of $e^{i\mathbf k\cdot\mathbf R}$ over directions is $\sin(kR)/(kR)$, and averaging over the Lorentzian in $k$ adds the factor $e^{-R/2l}$:

$$\frac{f_{\mathbf R}}{f_0}\approx\frac{\sin k_FR}{k_FR}\,e^{-R/2l}.$$

The factor $1/R$ comes from curvature, and it produces two regimes.

**Fixed $N/l$.** The exponentials stay fixed, and the rms error falls as $1/N$ apart from oscillations. For the cubic band at $E=-3$ with the $v_x^2$ weight and $N=2l$, it is about 1.6% for $N$ from 40 to 45 and about 0.8% for $N$ from 80 to 85. The power $1/N$ needs nonzero curvature at the points of the surface whose normal lies along a retained $\mathbf R$. At $E=0$ the same band has flat points at $(\pi/2,\pi/2,\pi/2)$, with normal along the cube diagonal, and the error falls more slowly, as $N^{-2/3}$: about 3.4%, 2.2% and 1.4% for $N$ near 40, 80 and 160. In both cases, keeping $N/l$ constant makes the total more accurate as the alloy becomes purer.

**Mesh much coarser than the peak, $N\ll l$.** Many $\mathbf n$ contribute. Replace $\sin^2$ by $1/2$ and the sum by an integral:

$$\epsilon^2\approx\int_0^\infty\frac{4\pi n^2\,dn}{2k_F^2N^2n^2}\,e^{-Nn/l}=\frac{2\pi l}{k_F^2N^3}.$$

At fixed rms error $\epsilon$ the cost is $N^3\propto l\propto c^{-1}$. Inserting this $N^3$ into $N\ll l$ gives the condition $l\gg\sqrt{2\pi}/(k_F\epsilon)$. For $\epsilon=1\%$ and $k_F\sim1$, that means $l$ far above 250, so this is a law for very dilute alloys. The scaling was tested at large error and $E=-3$ (the prefactor depends on the energy): $l=100$, $N=10$ and $l=800$, $N=20$ both give about 55%.

The difference between the criteria is visible at $c=0.1$ with $N=80$, a quarter of the rule. The line bound is 73%, yet the rms error of the whole $v_x^2G^+G^-$ sum is about 0.8%. This is an average over shifts, not a guarantee for one mesh.

Cancellation disappears when the Fermi surface consists of flat sheets perpendicular to a mesh axis. If hopping acts along $x$ alone, all lines are identical and the zone error equals the line error. With three such bands, one along each axis, a common $N\times N\times N$ mesh aligned with the axes needs $N\propto l$ to give $\sigma_{xx}+\sigma_{yy}+\sigma_{zz}$, and its cost grows as $c^{-3}$. That cost comes from the shape of the mesh: the $N$ points $k_x=k_y=k_z=2\pi j/N$ alone would sample each of these bands equally well. For a curved surface, the $c^{-3}$ cost is the price of resolving every crossing along the lines of a uniform cubic mesh, and a conservative choice if the total alone matters. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
energy E = -3.0 t, impurity level Delta = 2.0 t
line tolerance delta = 1.0 %
host local Green function F(E) = -0.2992 -0.2318 i 1/t
dilute rate -Im T = 0.3347 t
ln(1 + 2/delta) = 5.303
points per full peak width 1/l = 1.69
c | Gamma (t) | Gamma/(c*rate) | l (a) | N rule | N search | N^3 rule
0.001 | 0.000335 | 1.000 | 2987.9 | 31692 | 31692 | 3.18e+13
0.002 | 0.000669 | 1.000 | 1494.1 | 15848 | 15848 | 3.98e+12
0.010 | 0.003344 | 0.999 | 299.0 | 3172 | 3172 | 3.19e+10
0.020 | 0.006682 | 0.998 | 149.7 | 1588 | 1588 | 4.00e+09
0.050 | 0.016652 | 0.995 | 60.1 | 637 | 640 | 2.58e+08
0.100 | 0.033085 | 0.988 | 30.2 | 321 | 324 | 3.31e+07
0.200 | 0.064920 | 0.970 | 15.4 | 164 | 164 | 4.41e+06
power of c in N^3, searched, c = 0.001 to 0.002: -2.999
power of c in N^3, rule, c = 0.1 to 0.2: -2.907
line test: Gamma = 0.1 t, N = 40
  largest line error, direct = 0.31334, bound = 0.31334
  fastest line with velocity factor: error = 0.32981
(Im G)^2: needed kappa*N = 7.431
(Im G)^2 at c = 0.01: N = 4448, direct error = 0.995 %
(Im G)^2 at c = 0.01: N^3 = 8.80e+10
whole-zone rms error over random mesh shifts:
  N = 2 l, N = 40 to 45: 1.59 %
  N = 2 l, N = 80 to 85: 0.78 %
  ratio of (rms error times N), large to small: 0.95
  l = 100 a, N = 10: 55.3 %
  l = 800 a, N = 20: 55.3 %
c = 0.1 with quarter mesh N = 80:
  line error bound = 72.6 %
  whole-zone rms error = 0.81 %
```
